# Phonon transmission and thermal conductance of a mass-mismatched chain: a numerical check

```python
"""Phonon transmission and thermal conductance of a mass junction in a chain.

Result under test: two semi-infinite harmonic chains with equal springs k and
masses m1 < m2 have, below the cutoff w2 of the heavy chain, the transmission
    T(w) = 4 X1 X2/(X1 + X2)^2,  X_j = Z_j/sqrt(1 - w^2/w_j^2),
    Z_j = sqrt(k m_j),  w_j = 2 sqrt(k/m_j),
which tends to 4 Z1 Z2/(Z1 + Z2)^2 at low frequency. The two-reservoir thermal
conductance K is K/kB = (1/2pi) int T(w) c(w) dw, where c is the heat capacity
of one oscillator in units of kB.
Hartree atomic units (hbar = 1); kt denotes kB times temperature.
"""
import numpy as np
from scipy.integrate import quad
from scipy.constants import k as k_boltzmann, physical_constants

spring = 0.02
m1, m2 = 20000.0, 180000.0
z1, z2 = np.sqrt(spring * m1), np.sqrt(spring * m2)
w1, w2 = 2 * np.sqrt(spring / m1), 2 * np.sqrt(spring / m2)
t_acoustic = 4 * z1 * z2 / (z1 + z2) ** 2


def transmission_closed(w):
    x1 = z1 / np.sqrt(1 - (w / w1) ** 2)
    x2 = z2 / np.sqrt(1 - (w / w2) ** 2)
    return 4 * x1 * x2 / (x1 + x2) ** 2


def surface_green(z, onsite, hop):
    """End-atom Green function of a semi-infinite chain by decimation."""
    surface, bulk, coupling = onsite, onsite, hop
    for _ in range(80):
        shift = coupling ** 2 / (z - bulk)
        surface = surface + shift
        bulk = bulk + 2 * shift
        coupling = shift
        if abs(coupling) < 1e-14 * abs(hop):
            return 1 / (z - surface)
    raise RuntimeError("decimation did not converge")


def transmission_green(w, mass_left, mass_right, atoms_per_side=3):
    """Trace formula; a small imaginary part selects the retarded solution."""
    z = w ** 2 * (1 + 1e-6j)
    masses = np.repeat([mass_left, mass_right], atoms_per_side)
    size = len(masses)
    dyn = np.diag(2 * spring / masses).astype(complex)
    for i in range(size - 1):
        dyn[i, i + 1] = dyn[i + 1, i] = -spring / np.sqrt(masses[i] * masses[i + 1])
    sigma_l = np.zeros((size, size), complex)
    sigma_r = np.zeros((size, size), complex)
    hop_l, hop_r = -spring / mass_left, -spring / mass_right
    sigma_l[0, 0] = hop_l ** 2 * surface_green(z, -2 * hop_l, hop_l)
    sigma_r[-1, -1] = hop_r ** 2 * surface_green(z, -2 * hop_r, hop_r)
    green = np.linalg.inv(z * np.eye(size) - dyn - sigma_l - sigma_r)
    gamma_l = 1j * (sigma_l - sigma_l.conj().T)
    gamma_r = 1j * (sigma_r - sigma_r.conj().T)
    return np.trace(gamma_l @ green @ gamma_r @ green.conj().T).real


def wave_matching(w):
    """Reflected and transmitted energy fractions from the equations of motion."""
    th1 = np.arccos(1 - m1 * w ** 2 / (2 * spring))
    th2 = np.arccos(1 - m2 * w ** 2 / (2 * spring))
    d1, d2 = 2 * spring - m1 * w ** 2, 2 * spring - m2 * w ** 2
    matrix = np.array([[d1 - spring * np.exp(1j * th1), -spring],
                       [-spring, d2 - spring * np.exp(1j * th2)]])
    source = np.array([-d1 + spring * np.exp(-1j * th1), spring])
    r, t = np.linalg.solve(matrix, source)
    return abs(r) ** 2, abs(t) ** 2 * np.sin(th2) / np.sin(th1)


def mode_heat_capacity(w, kt):
    half = w / (2 * kt)
    return (half / np.sinh(half)) ** 2


def conductance(kt, transmission):
    """K/kB; the substitution w = w2 sin(phi) removes the square-root edge."""
    top = np.arcsin(min(1.0, 50 * kt / w2))

    def integrand(phi):
        w = w2 * np.sin(phi)
        return transmission(w) * mode_heat_capacity(w, kt) * w2 * np.cos(phi)
    return quad(integrand, 0, top, epsabs=0, epsrel=1e-10, limit=200)[0] / (2 * np.pi)


# Finite chain with free outer ends, used for the direct release experiment.
n_side = 300
chain_mass = np.repeat([m1, m2], n_side)
stiffness = 2 * spring * np.eye(2 * n_side)
stiffness[0, 0] = stiffness[-1, -1] = spring
stiffness -= spring * (np.eye(2 * n_side, k=1) + np.eye(2 * n_side, k=-1))
chain_dyn = stiffness / np.sqrt(np.outer(chain_mass, chain_mass))
chain_w2, chain_modes = np.linalg.eigh(chain_dyn)
chain_w = np.sqrt(np.clip(chain_w2, 0, None))
# Sampling ends before a disturbance returns from an outer end of the chain.
return_time = 2 * n_side * np.sqrt(m1 / spring)
times = np.linspace(0.3, 0.95, 600) * return_time
phase = np.outer(times, chain_w)
cos_t, sin_t = np.cos(phase), np.sin(phase)
sin_over_w = times[:, None] * np.sinc(phase / np.pi)


def released_conductance(kt, heated):
    """d(power through the junction bond)/d(kt of the heated half), left to right.

    The heated half starts in equilibrium with the other half held fixed.
    """
    block_w2, block_modes = np.linalg.eigh(chain_dyn[heated, heated])
    capacity = mode_heat_capacity(np.sqrt(block_w2), kt)
    cov_x = (block_modes * (capacity / block_w2)) @ block_modes.T
    cov_p = (block_modes * capacity) @ block_modes.T
    target = chain_modes[heated].T

    def rows(atom):
        amp = chain_modes[atom] / np.sqrt(chain_mass[atom])
        return ((amp * cos_t) @ target, (amp * sin_over_w) @ target,
                -(amp * chain_w * sin_t) @ target)
    a_l, b_l, c_l = rows(n_side - 1)
    a_r, b_r, c_r = rows(n_side)
    power = spring * np.sum(((a_l - a_r) @ cov_x) * (c_l + c_r) / 2
                            + ((b_l - b_r) @ cov_p) * (a_l + a_r) / 2, axis=1)
    return np.average(power, weights=np.hanning(len(times)))


print(f"spring k = {spring:.3f} Eh/a0^2; m1 = {m1:.0f} me; m2 = {m2:.0f} me")
print(f"impedances Z1 = {z1:.3f}, Z2 = {z2:.3f} a.u.")
print(f"cutoffs w1 = {w1:.6e}, w2 = {w2:.6e} Eh/hbar")
print(f"acoustic transmission T0 = {t_acoustic:.6f}")

print("w/w2, T Green function, T wave matching, T closed form:")
for fraction in (0.05, 0.25, 0.50, 0.75, 0.95):
    w = fraction * w2
    t_green = transmission_green(w, m1, m2)
    reflected, t_wave = wave_matching(w)
    t_closed = transmission_closed(w)
    print(f"  {fraction:.2f}  {t_green:.6f}  {t_wave:.6f}  {t_closed:.6f}")
    assert abs(t_green - t_closed) < 1e-4  # finite imaginary part of w^2
    assert abs(t_wave - t_closed) < 1e-10
    assert abs(reflected + t_wave - 1) < 1e-10
    assert abs(transmission_green(w, m2, m1) - t_green) < 1e-4
    assert abs(transmission_green(w, m1, m1) - 1) < 1e-4

above = transmission_green(1.2 * w2, m1, m2)
print(f"Green-function T at 1.2 w2 = {above:.1e}")
assert abs(above) < 1e-4
grid_t = transmission_closed(np.linspace(0.001, 0.999, 999) * w2)
assert np.all(np.diff(grid_t) < 0) and grid_t[0] < t_acoustic

w_half = 0.5 * w2
th1, th2 = 2 * np.arcsin(w_half / w1), 2 * np.arcsin(w_half / w2)
sine_form = np.sin(th1) * np.sin(th2) / np.sin((th1 + th2) / 2) ** 2
assert abs(sine_form - wave_matching(w_half)[1]) < 1e-10
print(f"at w2/2: theta1 = {th1:.6f}, theta2 = {th2:.6f} rad")
print(f"at w2/2: X1 = {z1 / np.cos(th1 / 2):.4f}, X2 = {z2 / np.cos(th2 / 2):.4f} a.u.")
print(f"at w2/2: T from sine form = {sine_form:.6f}")

w_low = 0.05 * w2
drop_green = 1 - transmission_green(w_low, m1, m2) / t_acoustic
drop_law = w_low ** 2 * (z2 - z1) ** 2 / (8 * spring ** 2)
print(f"1 - T/T0 at 0.05 w2: Green {drop_green:.4e}, law {drop_law:.4e}")
assert abs(drop_green / drop_law - 1) < 0.05  # next order and imaginary part

print("kB*temp [Eh], K/kB [Eh/hbar], same with T = T0, ratio T0/full:")
for kt in (2e-5, 1e-4, 3e-4, 1e-3):
    full = conductance(kt, transmission_closed)
    flat = conductance(kt, lambda w: t_acoustic)
    print(f"  {kt:.1e}  {full:.5e}  {flat:.5e}  {flat / full:.4f}")
    assert flat > full

kt_cold = 1e-5
cold = conductance(kt_cold, transmission_closed)
cold_leading = t_acoustic * np.pi * kt_cold / 6
cold_drop = np.pi ** 2 * kt_cold ** 2 * (z2 - z1) ** 2 / (10 * spring ** 2)
print(f"cold case kB*temp = {kt_cold:.1e} Eh: K/kB = {cold:.6e} Eh/hbar")
print(f"  leading law {cold_leading:.6e} Eh/hbar")
print(f"  relative drop: integral {1 - cold / cold_leading:.4e}, law {cold_drop:.4e}")
assert abs((1 - cold / cold_leading) / cold_drop - 1) < 0.05  # next order in kt^2

hot_limit = quad(lambda p: transmission_closed(w2 * np.sin(p)) * w2 * np.cos(p),
                 0, np.pi / 2, epsabs=0, epsrel=1e-10)[0] / (2 * np.pi)
print(f"high-temperature limit K/kB = {hot_limit:.5e} Eh/hbar")
print(f"mean T over 0..w2 = {2 * np.pi * hot_limit / w2:.5f}")
assert abs(conductance(0.02, transmission_closed) / hot_limit - 1) < 2e-4

print(f"release experiment, {n_side} atoms per side; K/kB in Eh/hbar:")
print("kB*temp [Eh], light side heated, heavy side heated, Landauer:")
left, right = slice(0, n_side), slice(n_side, 2 * n_side)
for kt in (1e-4, 1e-3):
    from_left = released_conductance(kt, left)
    from_right = -released_conductance(kt, right)
    landauer = conductance(kt, transmission_closed)
    print(f"  {kt:.1e}  {from_left:.5e}  {from_right:.5e}  {landauer:.5e}")
    # The finite observation time leaves a small transient in the mean power.
    assert abs(from_left / landauer - 1) < 0.01
    assert abs(from_right / landauer - 1) < 0.01

kt_main = 1e-3
hartree = physical_constants["Hartree energy"][0]
time_unit = physical_constants["atomic unit of time"][0]
k_main = conductance(kt_main, transmission_closed) * k_boltzmann / time_unit
print(f"main case: temperature = {kt_main * hartree / k_boltzmann:.2f} K")
print(f"main case: conductance = {k_main * 1e12:.3f} pW/K")
print("PASS")
```

It prints:

```
spring k = 0.020 Eh/a0^2; m1 = 20000 me; m2 = 180000 me
impedances Z1 = 20.000, Z2 = 60.000 a.u.
cutoffs w1 = 2.000000e-03, w2 = 6.666667e-04 Eh/hbar
acoustic transmission T0 = 0.750000
w/w2, T Green function, T wave matching, T closed form:
  0.05  0.749582  0.749583  0.749583
  0.25  0.739167  0.739169  0.739169
  0.50  0.700716  0.700719  0.700719
  0.75  0.604292  0.604297  0.604297
  0.95  0.356404  0.356412  0.356412
Green-function T at 1.2 w2 = 5.9e-10
at w2/2: theta1 = 0.334896, theta2 = 1.047198 rad
at w2/2: X1 = 20.2837, X2 = 69.2820 a.u.
at w2/2: T from sine form = 0.700719
1 - T/T0 at 0.05 w2: Green 5.5681e-04, law 5.5556e-04
kB*temp [Eh], K/kB [Eh/hbar], same with T = T0, ratio T0/full:
  2.0e-05  7.84138e-06  7.85398e-06  1.0016
  1.0e-04  3.65337e-05  3.83608e-05  1.0500
  3.0e-04  6.17253e-05  7.00792e-05  1.1353
  1.0e-03  6.79513e-05  7.86080e-05  1.1568
cold case kB*temp = 1.0e-05 Eh: K/kB = 3.925434e-06 Eh/hbar
  leading law 3.926991e-06 Eh/hbar
  relative drop: integral 3.9633e-04, law 3.9478e-04
high-temperature limit K/kB = 6.86480e-05 Eh/hbar
mean T over 0..w2 = 0.64699
release experiment, 300 atoms per side; K/kB in Eh/hbar:
kB*temp [Eh], light side heated, heavy side heated, Landauer:
  1.0e-04  3.65338e-05  3.65338e-05  3.65337e-05
  1.0e-03  6.79517e-05  6.79517e-05  6.79513e-05
main case: temperature = 315.78 K
main case: conductance = 38.785 pW/K
PASS
```
